# Absorbed flux for a spike-anneal ramp of a silicon wafer

**Question**

In a spike anneal, lamps heat a silicon wafer rapidly to a peak temperature and are then switched off. A wafer of diameter 300 mm and thickness $d=775$ µm is passing $1050$ °C while its temperature rises at $r=250$ K/s. At this temperature its heat capacity per volume is $C=2.2$ J/(cm³ K), and each face has total hemispherical emissivity $\varepsilon=0.7$. The wafer is opaque.

All fluxes are in W/cm² and refer to the area of one face. The total absorbed flux $q$ is the radiant power absorbed through both faces together, divided by the area of one face. It includes all absorbed radiation, whether it comes from the lamps, from the walls or from the wafer itself by reflection.

(a) Treating the temperature as uniform, and neglecting the gas and the edge, derive the relation between $q$, the ramp rate and the emission.

(b) Show from Planck's law that a black face emits $\sigma T^4$, and evaluate the emission of this wafer.

(c) Find $q$, and say how sensitive it is to $C$ and $\varepsilon$.

(d) Find the flux that would hold the wafer at 1050 °C, and the cooling rate just after the lamps are switched off there.

(e) Test the assumption of uniform temperature, for equal heating of both faces and for heating of one face. Take the thermal conductivity as $k=0.25$ W/(cm K), a rough value for hot silicon.

(f) Which neglected effects change $q$, and which change only the part that the lamps must supply? Consider a gas at 300 K with heat-transfer coefficient 10 W/(m² K) at each face, walls at 300 K, the wafer edge, and a cold reflecting plate of reflectivity $R=0.9$ close below the wafer. The coefficient and the reflectivity are rough values.

**Model answer to (a)**

Let one face have area $A$. The wafer has volume $Ad$, so a temperature rise $\mathrm dT$ stores the heat $C A d\,\mathrm dT$. The absorbed power is $qA$. Each face emits $\varepsilon\sigma T^4$ per area, and there are two faces. Conservation of energy gives

$$CAd\,\frac{\mathrm dT}{\mathrm dt}=qA-2A\,\varepsilon\sigma T^4 .$$

Dividing by $A$ and setting $\mathrm dT/\mathrm dt=r$,

$$q=Cdr+2\varepsilon\sigma T^4 .$$

The factor 2 belongs to the emission alone, because the wafer has two radiating faces but one volume. Only the value of $C$ at the temperature in question enters, since the balance holds at an instant. The earlier history of the ramp is not needed.

**Model answer to (b)**

The radiance of a black surface per unit frequency is

$$B_\nu=\frac{2h\nu^3}{c^2}\,\frac{1}{e^{h\nu/k_BT}-1}.$$

A ray leaving at angle $\theta$ to the normal sees the projected area, which brings in a factor $\cos\theta$. Integrating over the outward hemisphere,

$$\int_0^{2\pi}\!\mathrm d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,\mathrm d\theta=2\pi\cdot\tfrac12=\pi .$$

With $x=h\nu/k_BT$, so that $\nu^3\,\mathrm d\nu=(k_BT/h)^4x^3\,\mathrm dx$, the emitted flux is

$$\pi\int_0^\infty B_\nu\,\mathrm d\nu=\frac{2\pi k_B^4T^4}{h^3c^2}\int_0^\infty\frac{x^3\,\mathrm dx}{e^x-1}.$$

Expanding $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ and using $\int_0^\infty x^3e^{-nx}\mathrm dx=6/n^4$, the last integral is $6\sum_n n^{-4}=6\cdot\pi^4/90=\pi^4/15$. Hence the flux is $\sigma T^4$ with

$$\sigma=\frac{2\pi^5k_B^4}{15h^3c^2}=5.670\times10^{-12}\ \text{W/(cm² K⁴)}.$$

The temperature must be absolute: $T=1050+273.15=1323.15$ K. A black face would emit $\sigma T^4=17.38$ W/cm², and numerical integration of Planck's law gives the same value. By the definition of emissivity, one face of the wafer emits $0.7\times17.38=12.17$ W/cm², and both faces together emit 24.33 W/cm².

**Model answer to (c)**

The heat capacity per face area is

$$Cd=2.2\times0.0775=0.1705\ \text{J/(cm² K)},$$

so the heating itself takes $Cdr=0.1705\times250=42.6$ W/cm². Adding the emission,

$$q=42.6+24.3\approx67\ \text{W/cm²}.$$

About 64 % of the absorbed flux raises the temperature and the rest replaces emitted radiation. Over the whole wafer the absorbed power is about 47 kW.

Two errors can be recognised by their results. Counting one radiating face gives 54.8 W/cm², and putting 1050 in place of 1323 into $T^4$ gives 52.3 W/cm².

Since $q$ is linear in $C$ and in $\varepsilon$, the sensitivities follow directly. A change of 5 % in $C$ moves $q$ by 2.1 W/cm², and a change of 0.05 in $\varepsilon$ moves it by 1.7 W/cm². The value $C=2.2$ J/(cm³ K) is itself uncertain by about this much for real silicon, and 2.3 would give about 69 W/cm². The result therefore deserves two figures at most unless both properties are known well.

**Model answer to (d)**

To hold the temperature, set $r=0$. The required flux is the emission, 24.3 W/cm². With the lamps off and no radiation returned to the wafer, set $q=0$:

$$\frac{\mathrm dT}{\mathrm dt}=-\frac{2\varepsilon\sigma T^4}{Cd}=-\frac{24.33}{0.1705}\approx-143\ \text{K/s}.$$

The same number marks the boundary between two regimes. At this temperature, storage and emission are equal when the ramp rate is 143 K/s. For much faster ramps $q\approx Cdr$, and for much slower ones $q\approx2\varepsilon\sigma T^4$.

More lamp power sharpens the rising side of the spike, but it does not speed up the cooling. In this model the cooling rate at a given temperature is set by $\varepsilon/(Cd)$. It describes the mean temperature: after an abrupt switch-off, a heated face drops faster at first, for about 5 ms if both faces were heated and about 20 ms if only one was (the times after which its rate is within 10 % of the mean rate), while the temperature differences inside the wafer even out. Real lamp filaments keep glowing for a fraction of a second after the power is cut. If this happens during the ramp, the wafer goes on warming until the absorbed flux has fallen below the emission, and only then begins to cool.

**Model answer to (e)**

Let $x$ run from the front face, $x=0$, to the back face, $x=d$. After the initial transient, all depths warm at nearly the same rate $r$, and the heat equation becomes

$$k\,\frac{\mathrm d^2T}{\mathrm dx^2}=Cr .$$

The slowest non-uniform disturbance, $\cos(\pi x/d)$, decays in a time $Cd^2/(\pi^2k)\approx5$ ms. This is short compared with the several tenths of a second in which the wafer warms by 100 K.

*Both faces heated equally.* By symmetry the slope vanishes at the centre, so

$$T(x)=T_{\rm centre}+\frac{Cr}{2k}\left(x-\frac d2\right)^2 .$$

At a face $(x-d/2)^2=d^2/4$, and the face is hotter than the centre by

$$\frac{Crd^2}{8k}=\frac{2.2\times250\times0.0775^2}{8\times0.25}=1.65\ \text{K}.$$

*One face heated.* Let $F_0=-kT'(0)$ be the heat flux entering the front, and $F_d=-kT'(d)$ the flux leaving the back. Integrating the heat equation once gives $T'(x)=-F_0/k+Crx/k$. At $x=d$ this yields $Crd=F_0-F_d$. Integrating again,

$$T(d)-T(0)=-\frac{F_0d}{k}+\frac{Crd^2}{2k}
=-\frac{F_0d}{k}+\frac{(F_0-F_d)d}{2k}
=-\frac{(F_0+F_d)d}{2k}.$$

If the faces emit $E_0$ and $E_d$, then $F_0=q-E_0$ and $F_d=E_d$. Their sum is $q-(E_0-E_d)$, which is close to $q$ because the emissions are nearly equal. Thus

$$T(0)-T(d)\approx\frac{qd}{2k}=\frac{66.96\times0.0775}{2\times0.25}\approx10.4\ \text{K}.$$

The back is cooler than the front and emits 0.38 W/cm² less than it would at 1050 °C. If 1050 °C and 250 K/s refer to the front face, the required $q$ falls by an amount of this order. The figure depends on how the front's lead over the mean temperature changes in time: about 0.3 W/cm² at constant $q$, and about 0.6 W/cm² if the front is driven at a constant rate. Both are less than 1 %. The uniform model is therefore good for the flux, although a difference of 10 K may matter for the process and for reading the temperature.

These estimates were tested by solving the time-dependent heat equation for a slab with radiating faces. The slab started at a uniform temperature 150 K below 1050 °C and absorbed a constant $q=66.96$ W/cm².

- With both faces heated equally, the face-to-centre difference at the crossing was 1.65 K and the face rose at 249.5 K/s.
- With one face heated, the front-to-back difference was 10.3 K and the front rose at 251.7 K/s. The lower emission of the back raises the mean rate by $0.38/0.1705\approx2.2$ K/s. The front gains about 0.5 K/s less, because its lead over the mean is shrinking.

The small deficit in the first case has a definite cause. At constant $q$ the ramp slows as emission grows. The face's lead over the mean temperature is proportional to the ramp rate, so this lead shrinks. Averaging the parabola gives the lead as $Crd^2/(12k)$, or 1.1 K. The ramp rate falls by the fraction $4\times142.7/1323\approx0.43$ per second, so the lead shrinks at about 0.5 K/s.

**Model answer to (f)**

*Effects that change $q$.* Any loss other than emission from the two faces must be added to the balance. The gas removes

$$2\times10^{-3}\times(1323-300)\approx2.0\ \text{W/cm²},$$

where 10 W/(m² K) has been written as $10^{-3}$ W/(cm² K). The edge has area $\pi Dd$, where $D$ is the diameter. Divided by the face area $\pi D^2/4$ this is $4d/D\approx0.01$, so edge emission adds only about 0.13 W/cm² if the edge has the same emissivity.

*Effects that change the lamps' part.* Absorbed wall radiation and returned emission are already included in $q$. They reduce what the lamps must supply at fixed temperature and ramp rate. Taking absorptivity equal to emissivity, black walls at 300 K contribute $2\varepsilon\sigma(300\ \text{K})^4\approx0.06$ W/cm², which is negligible.

The plate matters much more. Suppose it is parallel to the wafer and so close that no radiation escapes sideways, and neglect its own emission. Take the wafer's absorptivity as $\varepsilon$ for all the returning radiation, whatever its wavelength and direction. The lower face emits $E=\varepsilon\sigma T^4$. The plate returns $RE$, of which the wafer absorbs the fraction $\varepsilon$ and reflects $1-\varepsilon$. Each further round trip multiplies the returning flux by $R(1-\varepsilon)$. The total reabsorbed flux is

$$\varepsilon RE\sum_{n=0}^{\infty}[R(1-\varepsilon)]^n=\frac{\varepsilon RE}{1-R(1-\varepsilon)} .$$

Subtracting this from $E$, the numerator becomes $1-R(1-\varepsilon)-\varepsilon R=1-R$, so the net loss of the face is

$$E\,\frac{1-R}{1-R(1-\varepsilon)}=12.17\times\frac{0.1}{0.73}\approx1.67\ \text{W/cm²}.$$

For $R=0$ this is the full emission, and for $R=1$ it vanishes. With a real gap of a few millimetres some radiation escapes at the rim. Because the net loss is a small difference between emission and reabsorption, this can raise it by some tens of per cent. In the ideal case 10.5 W/cm² is returned and reabsorbed. The total $q$ remains 67 W/cm², but the lamps need supply only about 56.5 W/cm² of it. The plate also slows the cooling: with the lamps off, the net radiative loss is $12.17+1.67\approx13.8$ W/cm², and the rate at 1050 °C drops from 143 to about 81 K/s. This counts radiation only. A close cold plate also draws heat by conduction through the gas in the gap. Across 3 mm of nitrogen this is roughly 2 W/cm², as much as the net radiative loss of that face, and the rate becomes about 90 K/s. In helium the conducted flux is several times larger and can cancel the slowing.

The thickness is that of a standard 300 mm wafer, and the ramp rate and the temperature of 1050 °C lie in the range of lamp-based spike annealing. The emissivity is reasonable for bare hot silicon, but surface films can change it considerably. With the gas coefficient given in the question, returned radiation is the largest of the effects sized here: with the ideal close plate it lowers the lamps' part by about 16 % of $q$.

Absorbed flux must also be distinguished from incident flux. Without the plate, and if the absorptivity for lamp light is also 0.7, the incident flux summed over both faces must be $66.96/0.7\approx96$ W/cm². The electrical power of the lamps is higher still, since not all of it reaches the wafer as light. The values used here are collected in the numerical output.

## Table of computed values

```
Thickness: 775 um
Heat capacity: 2.2 J/cm3K
Ramp rate: 250 K/s
Emissivity of each face: 0.7
Temperature: 1050 C
Temperature, absolute: 1323.15 K
Stefan-Boltzmann constant: 5.6704e-12 W/cm2K4
Heat capacity per area: 0.1705 J/cm2K
Storage flux: 42.62 W/cm2
Black emission, one face: 17.38 W/cm2
Same, from Planck quadrature: 17.38 W/cm2
Emission, one face: 12.17 W/cm2
Emission, both faces: 24.33 W/cm2
TOTAL ABSORBED FLUX: 66.96 W/cm2
Storage share of total: 63.7 %
Slip: one radiating face: 54.79 W/cm2
Slip: Celsius in T^4: 52.27 W/cm2
Wafer diameter: 300 mm
Power absorbed by wafer: 47.3 kW
Incident flux, absorptivity 0.7: 95.7 W/cm2
Lamp-off cooling rate: 142.7 K/s
Slab: ramp, both faces heated: 249.5 K/s
Slab: lamp-off rate: -142.4 K/s
Conductivity (rough): 0.25 W/cmK
Face-centre difference, formula: 1.65 K
Face-centre difference, slab: 1.65 K
Front-back difference, formula: 10.38 K
Front-back difference, slab: 10.32 K
Slab: ramp, one face heated: 251.7 K/s
Flux saved by cooler back: 0.38 W/cm2
Reflectivity of plate (rough): 0.9
Net loss of face above plate: 1.67 W/cm2
Emission returned and reabsorbed: 10.50 W/cm2
Lamp share with plate: 56.46 W/cm2
Gas coefficient (rough): 10 W/m2K
Gas and wall temperature: 300 K
Gas cooling, both faces: 2.05 W/cm2
Radiation absorbed from walls: 0.064 W/cm2
Edge emission per face area: 0.126 W/cm2
Change for 5 % in heat capacity: 2.13 W/cm2
Change for 0.05 in emissivity: 1.74 W/cm2
```
